# Contracted field and energy of a uniformly moving screw dislocation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field

### What goes wrong with a rigidly carried field

A dislocation gliding through a metal film drags its strain field along. The simplest guess is that the field at rest is carried unchanged. The guess can be tested on its energy. Let $E_0$ be the elastic energy per unit length at rest, $v$ the speed of the line and $c$ the speed of shear waves. The field of a screw dislocation at rest is the same in all directions around the line, and carrying it along at $v$ adds a kinetic energy $\tfrac12E_0v^2/c^2$, as will be shown below. The total would then be

$$E_{\rm rigid}=E_0\left(1+\frac{v^2}{2c^2}\right).$$

At $v=c$ this is $1.5\,E_0$. A finite amount of work would bring the line to the speed of sound, and nothing in the formula would mark that speed as special. The guess also breaks Newton's law: the rigidly carried field needs forces in the bulk of the crystal that nobody supplies. The cure is to solve the equation of motion, starting from the line at rest.

### The simplest case: a screw at rest

The solid is infinite, linear and isotropic, with shear modulus $\mu$ and density $\rho$. The dislocation is straight and lies along $z$. For a screw dislocation the material moves along the line and nothing varies along it, so the displacement is $(0,0,w)$ with $w=w(x,y,t)$. Its divergence $\partial w/\partial z$ vanishes, hence there is no change of volume, and Hooke's law leaves two stresses,

$$\sigma_{xz}=\mu w_x,\qquad \sigma_{yz}=\mu w_y ,$$

where subscripts on $w$ denote derivatives. Newton's law per unit volume, $\rho w_{tt}=\partial_x\sigma_{xz}+\partial_y\sigma_{yz}$, becomes

$$\rho\,w_{tt}=\mu\,(w_{xx}+w_{yy}),\qquad c=\sqrt{\mu/\rho}. \tag{1}$$

This is a wave equation with the single speed $c$.

The dislocation enters through a closure condition. On a counterclockwise circuit around the line, $w$ grows by the Burgers vector length $b$:

$$\oint (w_x\,dx+w_y\,dy)=b. \tag{2}$$

At rest, (1) reduces to Laplace's equation. The polar angle satisfies it and grows by $2\pi$ per turn, so

$$w=\frac{b}{2\pi}\,\mathrm{atan2}(y,x),\qquad w_x=-\frac{b}{2\pi}\frac{y}{r^2},\qquad w_y=\frac{b}{2\pi}\frac{x}{r^2},$$

with $r^2=x^2+y^2$ and the angle taken between $-\pi$ and $\pi$. Just above the negative $x$ axis $w=b/2$, just below it $w=-b/2$. The negative half of the plane $y=0$ has therefore slipped by $b$, and the positive half has not. The strains are continuous across the cut, because the slip there is uniform.

The elastic energy density is $\tfrac12\mu(w_x^2+w_y^2)=\tfrac12\mu\,(b/2\pi r)^2$. Integrated over a ring from $r_0$ to $R$ it gives

$$E_0=\frac{\mu b^2}{8\pi^2}\int_{r_0}^{R}\frac{2\pi r\,dr}{r^2}=\frac{\mu b^2}{4\pi}\ln\frac{R}{r_0}. \tag{3}$$

Both cutoffs are needed. Near the line the strain is too large for linear elasticity, and far away the crystal ends or other dislocations screen the field. Without cutoffs there is no finite rest energy for a law of motion to multiply.

The kinetic term quoted at the start follows at once. By symmetry $\int w_x^2$ and $\int w_y^2$ over the ring are equal, and $\tfrac12\mu$ times their sum is $E_0$, so each is $E_0/\mu$. A field carried rigidly has $w_t=-v w_x$, and its kinetic energy is $\tfrac12\rho v^2E_0/\mu=\tfrac12E_0v^2/c^2$.

### The next case: steady motion

Let the line glide along $x$ at constant speed $v<c$, and let the field have settled, so that it depends on $x$ and $t$ through $X=x-vt$ alone. Then $w_x=w_X$, $w_t=-v\,w_X$ and $w_{tt}=v^2w_{XX}$. Equation (1), divided by $\mu$, becomes

$$(1-\beta^2)\,w_{XX}+w_{yy}=0,\qquad \beta=\frac vc. \tag{4}$$

The rigidly carried static field satisfies $w_{XX}+w_{yy}=0$ instead, and leaves the term $-\beta^2w_{XX}$ unbalanced.

Define

$$\gamma=\frac1{\sqrt{1-\beta^2}},\qquad X'=\gamma X .$$

Since $\partial/\partial X=\gamma\,\partial/\partial X'$, the first term of (4) is $(1-\beta^2)\gamma^2w_{X'X'}=w_{X'X'}$, and

$$w_{X'X'}+w_{yy}=0 .$$

The moving problem in $(X',y)$ is the static problem again. The polar angle in these coordinates gives

$$w=\frac{b}{2\pi}\,\mathrm{atan2}(y,\gamma X). \tag{5}$$

Stretching one axis leaves the origin inside the circuit, so the closure condition (2) still holds with the same $b$. With $r'^2=\gamma^2X^2+y^2$ the strains are

$$w_X=\gamma\,w_{X'}=-\frac{b}{2\pi}\frac{\gamma y}{r'^2},\qquad w_y=\frac{b}{2\pi}\frac{\gamma X}{r'^2}. \tag{6}$$

As $v\to0$, $\gamma\to1$ and the static field returns.

### Is there another solution?

Equation (5) is a solution with the right closure failure. It remains to show that it is the one wanted. Three conditions are imposed on the dislocation's own field: the strain is single-valued, it vanishes far away, and near the line it grows no faster than $1/r$. A uniform applied stress may be added afterwards, since the equations are linear.

Put $\zeta=X'+iy$ and $f=w_{X'}-i\,w_y$. The real part $p=w_{X'}$ and the imaginary part $q=-w_y$ obey

$$p_{X'}=w_{X'X'}=-w_{yy}=q_y,\qquad p_y=w_{X'y}=-q_{X'} .$$

These are the Cauchy–Riemann equations, so $f$ is an analytic function of $\zeta$ everywhere except at the line, and it has a Laurent series in powers of $\zeta$. Decay at large distance removes the powers $0,1,2,\dots$. The condition near the line removes $-2,-3,\dots$. What is left is $f=C/\zeta$ with one complex constant $C$.

A circuit integral fixes it. By the residue theorem $\oint f\,d\zeta=2\pi iC$, while multiplying out gives

$$\oint f\,d\zeta=\oint(w_{X'}dX'+w_y\,dy)+i\oint(w_{X'}dy-w_y\,dX').$$

The first integral is $b$. Call the second $2\pi A$. Then $C=A-ib/2\pi$, and the general solution is

$$w=\frac{b}{2\pi}\,\mathrm{atan2}(y,X')+A\ln r'$$

apart from a constant shift of the whole crystal.

Momentum balance decides $A$. Take a tube around the line that moves with it. In steady motion the $z$ momentum inside is constant. Three things could change it: the stress on the wall, the material that enters because the wall moves, and an external force $F$ per unit length applied to the core along $z$. Their sum must vanish:

$$\oint\left(\mu w_Xn_x+\mu w_yn_y+\rho v\,w_t\,n_x\right)ds+F=0 ,$$

where $n$ is the outward normal. Insert $w_t=-v\,w_X$ and $\rho v^2=\mu\beta^2$. On a counterclockwise path $n_x\,ds=dy$ and $n_y\,ds=-dX$. Therefore

$$F=-\mu\oint\left[(1-\beta^2)\,w_X\,dy-w_y\,dX\right].$$

Now $(1-\beta^2)w_X=\gamma^{-2}\,\gamma\,w_{X'}=w_{X'}/\gamma$ and $dX=dX'/\gamma$. Both terms carry a factor $1/\gamma$, and

$$F=-\frac{\mu}{\gamma}\oint(w_{X'}dy-w_y\,dX')=-\frac{2\pi A\mu}{\gamma}.$$

The logarithm is the field of a line being pulled along its own length. Nothing pulls a free dislocation that way, so $A=0$ and (5) stands. The applied stress that makes the line glide does not alter this: it does work when the slipped area grows, but it puts no net $z$ force on the core.

### Does the motion really produce this field?

The steady form was assumed. A more demanding question is whether a slip front that starts to move sends out waves that build up (5). This can be answered by adding the waves.

The field is odd in $y$, so the upper half-space is enough. On its boundary $w(x,0^+,t)$ is $b/2$ for $x<vt$ and zero for $x>vt$. The boundary velocity is therefore a moving spike,

$$w_t(x,0^+,t)=g(x,t)=\frac{bv}{2}\,\delta(x-vt).$$

Let $\Phi$ be the retarded solution of $\Phi_{tt}/c^2-\nabla^2\Phi=g\,\delta(y)$ in the full plane. Integrating this equation across $y=0$ gives $\Phi_y(0^-)-\Phi_y(0^+)=g$. Since $\Phi$ is even in $y$, $\Phi_y(0^+)=-g/2$. Thus $-2\Phi_y$ obeys the wave equation for $y>0$, takes the value $g$ on the boundary, and consists of outgoing waves. It is the velocity field: $w_t=-2\Phi_y$.

The retarded response to a line pulse follows by adding the pulses $\delta(s-D/c)/(4\pi D)$ of all points of the line, with $D^2=d^2+z^2$, where $s$ is the delay and $d$ the distance to the line. Two points at $|z|=\sqrt{c^2s^2-d^2}$ contribute. With $dz/dD=D/z$ the sum is

$$G=\frac{c}{2\pi\sqrt{c^2s^2-d^2}}\qquad(cs>d),$$

and zero for earlier times. A wave that left the front a time $s$ ago started at horizontal distance $X+vs$ from the point of observation, so $d^2=(X+vs)^2+y^2$. Completing the square,

$$c^2s^2-(X+vs)^2-y^2=\frac{c^2}{\gamma^2}\left[(s-\bar s)^2-a^2\right],\qquad \bar s=\frac{\gamma^2vX}{c^2},$$

$$a^2=\bar s^2+\frac{\gamma^2(X^2+y^2)}{c^2}=\frac{\gamma^2}{c^2}\left[(\gamma^2\beta^2+1)X^2+y^2\right]=\frac{\gamma^2r'^2}{c^2},$$

because $\gamma^2\beta^2+1=\gamma^2$. Suppose the front has been moving for a time $S$ and was at rest before. The shortest delay with which a wave can arrive is $\bar s+a$, the longest is $S$, and

$$\Phi=\frac{bv}{2}\,\frac{\gamma}{2\pi}\int_{\bar s+a}^{S}\frac{ds}{\sqrt{(s-\bar s)^2-a^2}}=\frac{bv\gamma}{4\pi}\,\mathrm{arcosh}\,\frac{S-\bar s}{a}.$$

Only $a$ depends on $y$, with $a_y/a=y/r'^2$. The derivative of $\mathrm{arcosh}(u/a)$ with respect to $a$ at fixed $u$ is $-1/(a\sqrt{1-a^2/u^2})$, so

$$w_t=-2\Phi_y=\frac{b}{2\pi}\frac{v\gamma y}{r'^2}\left[1-\frac{a^2}{(S-\bar s)^2}\right]^{-1/2}. \tag{7}$$

For $S\to\infty$ the bracket tends to 1 and $w_t=-v\,w_X$ with the $w_X$ of (6). The contracted field is what the waves build. The integral was also evaluated numerically, without the closed form, for $\beta=0.6$ and $0.9$ at the points $(X,y)=(0.7,0.5)$, $(-0.4,0.8)$ and $(0.1,1.0)$. The largest relative difference from the steady formula was $6.5\times10^{-7}$.

Equation (7) also says how long the wait is. Close to the slip plane at a distance $R$ ahead, $a=\gamma^2R/c$ and $\bar s=\beta a$. The first signal arrives after

$$\bar s+a=\frac{\gamma^2(1+\beta)R}{c}=\frac{R}{c-v}, \tag{8}$$

which is the time sound needs to gain a lead $R$ on the line. At twice this time $a/(S-\bar s)=1/(2+\beta)\le\tfrac12$, and the velocity exceeds its steady value by less than 16 %. On the slip plane itself the velocity vanishes, and the strain $w_y$ there settles more slowly. Integrating $\partial_yw_t$ from (7) over time and adding the static field of the starting point, at distance $x=X+vS$, gives $w_y=\frac{b}{2\pi}\left[\frac1x+\frac{\beta\sqrt{c^2S^2-x^2}}{xX}\right]$. At twice the arrival time this is 10 % below its steady value for $\beta=0.46$ and 17 % below for $\beta=0.8$, and the deficit falls only as $1/S$. The settling time grows without limit as $v\to c$.

### What contraction means here

At fixed height $y$ above the slip plane, (6) gives $|w_X|$ a peak at $X=0$ of height $\gamma b/(2\pi|y|)$. It falls to half when $\gamma^2X^2=y^2$, so

$$\text{full width at half maximum}=\frac{2|y|}{\gamma}. \tag{9}$$

The peak is higher by $\gamma$ and narrower by $\gamma$, and their product $b/\pi$ does not depend on speed. This must be so, because the profile keeps its shape apart from the change of scale, and the displacement above the plane changes by $b/2$ from far ahead to far behind, whatever the speed.

The other strain behaves differently. On the slip plane ahead of the line, $w_y=b/(2\pi\gamma X)$ is weaker than at rest by $1/\gamma$. As $v\to c$ the field gathers into a thin sheet standing upright on the slip plane at the line.

The factor $\gamma$ has the form known from relativity because (1) is a wave equation with one speed. That speed is the speed of sound, and the crystal supplies a preferred frame of rest.

## Second half: the energy, and an aluminium film

### Symbols and results carried over

The line lies along $z$ and glides along $x$ at speed $v$; $X=x-vt$, $\beta=v/c$, $c=\sqrt{\mu/\rho}$, $\gamma=1/\sqrt{1-\beta^2}$. The shear modulus is $\mu$, the density $\rho$, the Burgers vector length $b$. In the coordinates $X'=\gamma X$ and $y$, with polar radius $r'$ and polar angle $\varphi$, the displacement is $w=b\varphi/2\pi$. The strains are $w_X=-(b/2\pi)\gamma y/r'^2$ and $w_y=(b/2\pi)\gamma X/r'^2$, and the material velocity is $w_t=-v\,w_X$. At rest the energy per length between radii $r_0$ and $R$ is $E_0=(\mu b^2/4\pi)\ln(R/r_0)$. The field ahead of a line that has just started needs at least $R/(c-v)$ to reach the distance $R$.

### Energy between contracted cutoffs

The elastic and kinetic energies per unit length are

$$V=\frac\mu2\int(w_X^2+w_y^2)\,dX\,dy,\qquad T=\frac\rho2\int w_t^2\,dX\,dy=\frac{\mu\beta^2}{2}\int w_X^2\,dX\,dy,$$

where $\rho v^2=\mu\beta^2$ was used. They count the dislocation's own field; the work of an applied stress is booked separately.

Begin with the region that is simplest in the stretched coordinates, $r_0<r'<R$. In the laboratory its two boundaries are ellipses, shortened along $x$ by $1/\gamma$. In this region

$$J=\int w_{X'}^2\,dX'dy=\frac{b^2}{4\pi^2}\int_0^{2\pi}\sin^2\varphi\,d\varphi\int_{r_0}^{R}\frac{dr'}{r'}=\frac{b^2}{4\pi}\ln\frac R{r_0}=\frac{E_0}{\mu}.$$

The integral of $w_y^2$ over $dX'dy$ has $\cos^2\varphi$ in place of $\sin^2\varphi$ and is also $J$. Going back to the laboratory, $w_X=\gamma w_{X'}$ and $dX=dX'/\gamma$, so

$$\int w_X^2\,dX\,dy=\gamma J,\qquad \int w_y^2\,dX\,dy=\frac J\gamma .$$

Therefore

$$V=\frac{E_0}{2}\left(\gamma+\frac1\gamma\right),\qquad T=\frac{E_0}{2}\,\gamma\beta^2. \tag{10}$$

With $1/\gamma=\gamma(1-\beta^2)$ the elastic part is $V=\tfrac12E_0\gamma(2-\beta^2)$, the terms in $\beta^2$ cancel in the sum, and

$$E=V+T=\gamma E_0=\frac{E_0}{\sqrt{1-v^2/c^2}}. \tag{11}$$

The settled field of the gliding screw is the static field contracted along the glide direction by $1/\gamma$, and its energy between equally contracted cutoffs is $\gamma E_0$. What remains is to examine the slow and fast limits and the choice of cutoffs, to find the momentum and mass, and to apply the result to an aluminium film.
